# Wall Energy of Pbca Read as Alternating Pca2_1 Half-Periods

## Problem

The orthorhombic Pca2\(_1\) phase of hafnia, HfO\(_2\), is polar. The Pbca phase has a cell about twice as long in one direction and no net polarization. It can be read as a stack of Pca2\(_1\)-like slabs whose polarization alternates from slab to slab, so that every slab boundary is a domain wall.

Suppose that Pbca lies below Pca2\(_1\) by \(\Delta=30\) meV per formula unit (f.u.). This value is illustrative, not a computed or measured property of hafnia. Each slab, or half-period, is given round dimensions: thickness \(d=5\) Å and a cross-section of 5 Å × 5 Å, so \(A=25\) Å\(^2\). The Pbca cell holds 8 f.u., with Hf and two kinds of O on general positions.

1. What energy per wall area does \(\Delta\) correspond to if the walls do not interact?
2. What does this number say about a single wall in a thick Pca2\(_1\) domain if they do interact?

Energies are in meV and lengths in Å, the natural units here. Wall energies are measured from uniform Pca2\(_1\), so a negative value means that the wall lowers the energy. Both phases are compared at the same cell dimensions parallel to the wall, namely those of relaxed Pca2\(_1\); the reason appears below.

## First estimate by scaling

The energy gain per volume is \(\Delta/\Omega\), where \(\Omega\) is the volume per formula unit. An energy per area is an energy per volume times a length. The obvious length in the stacking direction is the repeat length \(2d\), which suggests

\[
\sigma\sim-\frac{\Delta}{\Omega}\,(2d).
\]

With 8 f.u. in a cell of volume \(2Ad=250\) Å\(^3\), \(\Omega=31.25\) Å\(^3\), and

\[
\sigma\sim-\frac{30\times10}{31.25}=-9.6\ \text{meV/Å}^2 .
\]

Scaling fixes the sign and the order of magnitude. It cannot fix the numerical factor, which depends on how many walls share the gain and whether they share it equally. Symmetry settles both points.

## Exact solution

### What one half-period contains

Let \(x\) run along the doubled axis, with all coordinates given as fractions of the Pbca cell edges. Four of the eight Pbca operations are

\[
\begin{aligned}
&(x,\;y,\;z), &&(\tfrac12-x,\;-y,\;z+\tfrac12),\\
&(x,\;\tfrac12-y,\;z+\tfrac12), &&(\tfrac12-x,\;y+\tfrac12,\;z).
\end{aligned}
\]

They contain only \(x\) and \(\tfrac12-x\), so they map the slab \(0<x<\tfrac12\) onto itself. The other four are

\[
\begin{aligned}
&(-x,\;-y,\;-z), &&(x+\tfrac12,\;y,\;\tfrac12-z),\\
&(-x,\;y+\tfrac12,\;\tfrac12-z), &&(x+\tfrac12,\;\tfrac12-y,\;-z).
\end{aligned}
\]

They carry the first slab to the second, \(\tfrac12<x<1\), up to a lattice translation.

An atom on a general position therefore has four images in each slab. One Hf orbit and two O orbits give 4 Hf and 8 O per slab, hence \(n=4\) f.u. per half-period.

The same lists give the polarization. Attach a vector \((v_x,v_y,v_z)\), such as a displacement, to one atom. Under the first four operations its images are \((v_x,v_y,v_z)\), \((-v_x,-v_y,v_z)\), \((v_x,-v_y,v_z)\) and \((-v_x,v_y,v_z)\), with sum \((0,0,4v_z)\). All operations of the second list reverse \(z\), and the sum in the second slab is \((0,0,-4v_z)\). Each slab is thus allowed a polarization along \(z\), and neighbouring slabs have opposite ones. Since this polarization is parallel to the boundary, its normal component does not jump there: the boundaries are uncharged 180° walls.

### Why the half-period counts as Pca2\(_1\)

Now repeat the first slab alone, with half the original period. Its fractional coordinate becomes \(X=2x\), and \(\tfrac12-x\) becomes \(1-X\), equivalent to \(-X\). Name the axes \(a=y\), \(b=X\), \(c=z\). The first four operations turn into

\[
\begin{aligned}
&(a,\;b,\;c), &&(-a,\;-b,\;c+\tfrac12),\\
&(\tfrac12-a,\;b,\;c+\tfrac12), &&(a+\tfrac12,\;-b,\;c),
\end{aligned}
\]

which are the operations of Pca2\(_1\). The wall normal is the nonpolar \(b\) axis of that phase.

This is an identity of symmetry, not of atomic positions. It holds for any structure in space group Pbca, and it depends on where the cut is made: the slab \(-\tfrac14<x<\tfrac14\) is mapped onto itself by four operations that include the inversion (those of P2\(_1\)/c), and its vector sum vanishes. Symmetry permits the reading as polar slabs; that the atoms in \(0<x<\tfrac12\) actually sit close to their places in Pca2\(_1\) is a property of the particular Pbca structure and is assumed here. Atoms in Pbca may relax away from their places in uniform Pca2\(_1\), and the energy of that relaxation is counted as part of the wall energy.

### How many walls share the gain

The slab boundaries are the planes \(x=0\) and \(x=\tfrac12\). The operation \((\tfrac12-x,-y,z+\tfrac12)\) exchanges them, so the two walls in the cell have equal energy and no average over unlike walls is hidden in the result. For the energy, the exact placing of the planes does not matter either: domains of opposite polarization have the same bulk energy, so shifting a dividing plane changes no excess energy.

### Energy balance

The Pbca cell contains \(2n\) formula units and lies below the same amount of uniform Pca2\(_1\) by \(2n\Delta\). Assigning this difference to two walls of area \(A\) defines \(\sigma_{\text{eff}}\):

\[
-2n\Delta=2A\,\sigma_{\text{eff}} .
\]

Division by \(2A\) gives

\[
\sigma_{\text{eff}}=-\frac{n\Delta}{A}.
\]

Because the half-period has volume \(Ad=n\Omega\), we have \(n/A=d/\Omega\), and therefore

\[
\sigma_{\text{eff}}=-\frac{\Delta\,d}{\Omega}.
\]

The first form shows that the thickness is not an independent input. If the slabs expand along their normal, \(d\) and \(\Omega\) grow in proportion and the conversion is unchanged.

For the given numbers, the cell gains \(8\times30=240\) meV, or 120 meV for each of its two walls. Hence

\[
\sigma_{\text{eff}}=-\frac{120\ \text{meV}}{25\ \text{Å}^2}
=-4.8\ \text{meV/Å}^2,
\]

which is \(-77\) mJ/m\(^2\). This answers the first question.

### Why the lateral dimensions are held equal

A wall inside a thick Pca2\(_1\) domain must fit the lateral dimensions of that domain. If Pbca is instead allowed to choose its own, its energy can only fall or stay the same, because the minimum is taken over a larger set of shapes. The resulting \(\Delta\) is then at least as large as the one at fixed lateral dimensions. The extra part is elastic energy that the embedded wall cannot gain, and including it would make the wall look too favourable.

### What ignoring interactions implies

Consider domains that are \(m\) half-periods thick. There is one wall for every \(mn\) formula units. If each wall contributes \(A\sigma_{\text{eff}}=-n\Delta\) whatever its distance from the next, the energy per formula unit relative to uniform Pca2\(_1\) is

\[
\varepsilon(m)=\frac{-n\Delta}{mn}=-\frac{\Delta}{m}.
\]

This gives \(-30\), \(-15\) and \(-7.5\) meV for \(m=1,2,4\). Every added wall lowers the energy until the walls are as dense as the stacking permits, and that densest arrangement is Pbca. The argument concerns energies alone. Pca2\(_1\) may still persist if forming the walls requires crossing a barrier.

### Restoring the interaction

Let \(\sigma_{\text{iso}}\) be the energy per area of an isolated wall and \(u\) the interaction energy per wall area in the dense array, positive for repulsion. Then

\[
\sigma_{\text{eff}}=\sigma_{\text{iso}}+u,
\qquad
\sigma_{\text{iso}}=\sigma_{\text{eff}}-u .
\]

The phase energy difference determines \(\sigma_{\text{eff}}\) but not its two parts. The isolated wall has negative energy if and only if \(u>\sigma_{\text{eff}}\), which means that any attraction must be weaker than \(|\sigma_{\text{eff}}|\).

A chain model shows both outcomes. Give half-period \(i\) a polarization sign \(s_i=\pm1\) and the energy

\[
E=\sum_i\left(J_1s_is_{i+1}+J_2s_is_{i+2}\right).
\]

Per half-period, the uniform chain has energy \(J_1+J_2\). In the alternating chain first neighbours are opposite and second neighbours are equal, which gives \(-J_1+J_2\). The difference is \(-2J_1\), and with one wall per half-period,

\[
A\sigma_{\text{eff}}=-2J_1=-n\Delta,
\qquad
J_1=\frac{n\Delta}{2}=60\ \text{meV}.
\]

The coupling \(J_2\) has dropped out, so \(\Delta\) carries no information about it.

An isolated wall reverses the product \(s_is_{i+1}\) on one first-neighbour bond, which changes the energy by \(-2J_1\). Two second-neighbour bonds also cross it, and each contributes \(-2J_2\). Thus

\[
A\sigma_{\text{iso}}=-2J_1-4J_2,
\qquad
Au=A\sigma_{\text{eff}}-A\sigma_{\text{iso}}=4J_2 .
\]

Three choices of \(J_2\), all with \(\Delta=30\) meV, give these energies per wall:

| \(J_2\) (meV) | dense array (meV) | isolated wall (meV) |
|---:|---:|---:|
| 0 | −120 | −120 |
| 10 | −120 | −160 |
| −40 | −120 | +40 |

In all three cases, enumeration of every sign arrangement on a ring of twelve half-periods finds the alternating pattern and its reversal lowest.

For \(J_2=10\) meV the walls repel, and an isolated wall is more favourable than the dense array suggests. The dense array still wins because it has more walls. Domains two half-periods thick gain 160 meV per wall but have half as many walls, so they gain 80 meV per half-period against 120 meV. In general the comparison is \(J_1+2J_2\) against \(2J_1\), so the dense array wins only for \(J_2<J_1/2=30\) meV; for stronger repulsion the pattern \(++--\) lies lower than the alternating one.

For \(J_2=-40\) meV the walls attract, with \(Au=-160\) meV. A single wall now costs 40 meV, or \(+1.6\) meV/Å\(^2\), although Pbca remains the lowest state. The change of sign follows from \(-2J_1-4J_2=0\), that is \(J_2=-J_1/2=-30\) meV, where \(Au=-120\) meV just equals \(A\sigma_{\text{eff}}\).

This answers the second question: the 30 meV advantage alone does not establish that an isolated wall has negative energy. The missing information comes from structures with thicker domains. In the chain, \(m=2\) already gives the isolated value, because the pattern \(++--\) has one reversed first-neighbour bond and two reversed second-neighbour bonds per wall. That is a consequence of the short range of the model. In a calculation on the real material, \(m\) must be increased until the energy per wall stops changing. The chain is not fitted to hafnia and does not say which of the three cases applies there.

## Comparison of the two

The scaling estimate, \(-9.6\) meV/Å\(^2\), has twice the magnitude of the exact conversion, \(-4.8\) meV/Å\(^2\). The factor is the number of walls per repeat length. The estimate gave the gain of the full period to one wall, whereas symmetry provides two equal walls, so the correct length is \(d\) and not \(2d\).

Both expressions are proportional to \(\Delta\), and both describe the dense array. Correcting the factor of two does not remove the second limitation: passing from \(\sigma_{\text{eff}}\) to an isolated wall requires \(u\), which neither scaling nor the energy balance of the Pbca cell can supply. The result also applies only to the wall structure present in Pbca. A 180° wall with another orientation or another atomic arrangement needs its own calculation.

The values used here are listed in the numerical output.

## Values computed for the example and the checks

```
energy advantage of Pbca: 30.0 meV per f.u.
cell edges in wall plane: 5.0 and 5.0 angstrom
half-period thickness d: 5.0 angstrom
wall area per cell A: 25.0 angstrom^2
f.u. per half-period n: 4
f.u. per Pbca cell: 8
walls per Pbca cell: 2
volume per f.u.: 31.25 angstrom^3
energy of Pbca cell relative to Pca2_1: -240.0 meV
energy per wall and cell area: -120.0 meV
wall energy sigma_eff: -4.80 meV/angstrom^2
wall energy sigma_eff: -76.9 mJ/m^2
wrong value with one wall per cell: -9.60 meV/angstrom^2
no interaction, domain of 1 half-periods: -30.0 meV/f.u.
no interaction, domain of 2 half-periods: -15.0 meV/f.u.
no interaction, domain of 4 half-periods: -7.5 meV/f.u.
chain coupling J1: 60.0 meV
interaction none: J2 = 0.0 meV
  dense array, per wall: -120.0 meV
  domains of 2 half-periods, per wall: -120.0 meV
  isolated wall: -120.0 meV
  interaction A*u per wall: 0.0 meV
  isolated wall energy: -4.80 meV/angstrom^2
interaction repulsive: J2 = 10.0 meV
  dense array, per wall: -120.0 meV
  domains of 2 half-periods, per wall: -160.0 meV
  isolated wall: -160.0 meV
  interaction A*u per wall: 40.0 meV
  isolated wall energy: -6.40 meV/angstrom^2
interaction attractive: J2 = -40.0 meV
  dense array, per wall: -120.0 meV
  domains of 2 half-periods, per wall: 40.0 meV
  isolated wall: 40.0 meV
  interaction A*u per wall: -160.0 meV
  isolated wall energy: 1.60 meV/angstrom^2
J2 at which isolated wall costs nothing: -30.0 meV
A*u at that point: -120.0 meV per wall
```
